# Incoherent modulation transfer of a circular pupil at half cutoff

## Problem

A projection lens has a circular pupil that transmits uniformly and introduces no aberration or defocus. Its numerical aperture on the image side is $NA=0.5$, and the wavelength is $\lambda=200$ nm. The object is incoherent: the fields leaving different object points have no fixed phase relation. Its intensity varies as a cosine in one direction.

(a) By what factor does the lens reduce the modulation of this cosine when its frequency is half the highest frequency that the lens can transfer?

(b) A mask is lit from behind by a source whose image just fills the pupil. Is the answer to (a) then the modulation found in the image?

The modulation of an intensity pattern is

$$
V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}} .
$$

All frequencies and lengths refer to the image side, so magnification does not enter the formulas. The light is treated as a scalar wave of a single wavelength, and the image of a point has the same shape everywhere in the field. Polarization and the response of the resist are left out. Lengths are in nanometres.

## A tempting solution

For incoherent light the transfer factor is the common area of two copies of the pupil, shifted against each other in proportion to the frequency, divided by the area of one copy. At zero frequency the copies coincide and the factor is one. At the cutoff they are one full diameter apart and the factor is zero.

At half the cutoff the shift is half a diameter. Half of the diameter is then still covered by both copies, so half of the pupil is common to both, and

$$
M=1-\tfrac12=0.5 .
$$

## Where it fails

The first paragraph of that solution is correct and is derived below. The fault is in the words "so half of the pupil". The statement about the diameter concerns one line, the one through both centres. An area is made of many such lines, and the others are shorter.

Take the pupil radius as the unit of length and let the shift be $q$ along $x$. At height $y$ a disc has a chord of length $2\sqrt{1-y^2}$. Two equal chords shifted by $q$ share the length

$$
\ell(y)=2\sqrt{1-y^2}-q ,
$$

as long as this is positive, and share nothing otherwise. The fraction of the chord that is shared is

$$
\frac{\ell(y)}{2\sqrt{1-y^2}}=1-\frac{q}{2\sqrt{1-y^2}} .
$$

For $q=1$ this is one half at $y=0$. It falls as $|y|$ grows and reaches zero at $|y|=\sqrt3/2$, well before the top of the disc. The central line is therefore the most favourable one, and the common area must be less than half.

The argument would hold for a square pupil shifted parallel to a side. All its chords have the same length, so the shared fraction is the same at every height. For the circle the area has to be worked out.

## Right solution

### From the object to the pupil overlap

Let $O(\mathbf r)$ be the object intensity in image-side coordinates, and let $h(\mathbf u)$ be the field that the lens produces at a displacement $\mathbf u$ from the ideal image of a point. The image field is a sum of such contributions. When its squared modulus is averaged over time, the cross terms between different object points vanish, because their phases are unrelated. What remains is a sum of intensities,

$$
I(\mathbf r)=\int O(\mathbf r-\mathbf u)\,S(\mathbf u)\,d^2u,
\qquad
S(\mathbf u)=\frac{|h(\mathbf u)|^2}{\int|h(\mathbf u')|^2d^2u'} .
$$

The normalization of $S$ leaves the mean intensity unchanged. Insert $O=1+m\cos(2\pi fx)$, with $0\le m\le1$, and write the cosine as the real part of an exponential:

$$
I(x)=1+m\,\mathrm{Re}\left[e^{2\pi ifx}\int S(\mathbf u)\,e^{-2\pi ifu_x}\,d^2u\right].
$$

The integral is the transfer factor, called $M$. It will turn out to be real and non-negative here, so that

$$
I(x)=1+mM\cos(2\pi fx).
$$

The maximum is $1+mM$ and the minimum is $1-mM$. Their difference divided by their sum is $mM$. The object has modulation $m$, so $M$ is the factor asked for.

The field $h$ is a superposition of the plane waves that pass the pupil. Let $\mathbf s$ be the pupil coordinate in units of the pupil radius, with $P(\mathbf s)=1$ for $|\mathbf s|\le1$ and $P=0$ outside. The edge of the pupil corresponds to the spatial frequency $\kappa=NA/\lambda$. Up to a constant factor,

$$
h(\mathbf u)=\int P(\mathbf s)\,e^{2\pi i\kappa\,\mathbf s\cdot\mathbf u}\,d^2s .
$$

Write the object frequency as $f=\kappa q$ and let $\mathbf e$ be the unit vector along $x$. Multiplying $h$ by its complex conjugate gives

$$
\int|h|^2e^{-2\pi i\kappa q u_x}d^2u
=\iint P(\mathbf s)P(\mathbf s')
\left[\int e^{2\pi i\kappa(\mathbf s-\mathbf s'-q\mathbf e)\cdot\mathbf u}d^2u\right]d^2s\,d^2s' .
$$

The bracket is $\kappa^{-2}\delta(\mathbf s-\mathbf s'-q\mathbf e)$, where the factor $\kappa^{-2}$ comes from rescaling two coordinates. The delta function sets $\mathbf s=\mathbf s'+q\mathbf e$, which leaves

$$
\kappa^{-2}\int P(\mathbf s'+q\mathbf e)\,P(\mathbf s')\,d^2s' .
$$

The integrand is one where both shifted discs are present and zero elsewhere, so the integral is their common area $A(q)$. At $q=0$ it is the full disc area $\pi$. Division by the value at $q=0$ removes $\kappa^{-2}$ and gives

$$
M=\frac{A(q)}{\pi}.
$$

This is real and non-negative, as announced. The discs separate at $q=2$, so the cutoff is

$$
f_c=2\kappa=\frac{2NA}{\lambda}.
$$

With $\nu=f/f_c$ the shift is $q=2\nu$. Half the cutoff means $\nu=\tfrac12$ and $q=1$: the shift equals one pupil radius.

The absence of aberration matters here. A phase error $W(\mathbf s)$ would put the factor $e^{i[W(\mathbf s'+q\mathbf e)-W(\mathbf s')]}$ into the overlap integral. The modulus of an integral cannot exceed the integral of the modulus, so the result could be at most $A(q)$. For this uniform pupil, phase errors can lower the transfer but not raise it.

### The common area

The shared length is now $\ell(y)=2\sqrt{1-y^2}-2\nu$. It is positive up to $y=\sqrt{1-\nu^2}$. Define an angle $\theta$ between $0$ and $\pi/2$ by $\cos\theta=\nu$, so that this upper limit is $\sin\theta$. The upper and lower halves contribute equally:

$$
A=2\int_0^{\sin\theta}\left(2\sqrt{1-y^2}-2\cos\theta\right)dy .
$$

For the root, substitute $y=\sin\alpha$, $dy=\cos\alpha\,d\alpha$:

$$
\int_0^{\sin\theta}\sqrt{1-y^2}\,dy
=\int_0^\theta\cos^2\alpha\,d\alpha
=\int_0^\theta\frac{1+\cos2\alpha}{2}\,d\alpha
=\frac{\theta+\sin\theta\cos\theta}{2}.
$$

The last step uses $\sin2\theta=2\sin\theta\cos\theta$. The constant term integrates to $2\cos\theta\sin\theta$. Together,

$$
A=2\left[\theta+\sin\theta\cos\theta-2\sin\theta\cos\theta\right]
=2\left(\theta-\sin\theta\cos\theta\right).
$$

The geometry can be read off. The line joining the two crossing points of the circles cuts the lens-shaped common region into two equal segments. Each is a sector of opening angle $2\theta$ and area $\theta$, less a triangle of base $2\sin\theta$ and height $\cos\theta$.

Dividing by $\pi$ and returning to $\nu$ gives

$$
M(\nu)=\frac2\pi\left[\arccos\nu-\nu\sqrt{1-\nu^2}\right],
\qquad 0\le\nu\le1,
$$

and $M=0$ above the cutoff. At $\nu=0$ the bracket is $\pi/2$ and $M=1$; at $\nu=1$ it vanishes.

### The value at half cutoff

For $\nu=\tfrac12$ the angle is $\theta=\pi/3=1.0472$, and $\sin\theta\cos\theta=\sqrt3/4=0.4330$. In units of the pupil radius squared, each segment has area $1.0472-0.4330=0.6142$. The common area is twice this, $1.2284$, and the disc area is $3.1416$. Therefore

$$
M\left(\tfrac12\right)=\frac2\pi\left(\frac\pi3-\frac{\sqrt3}{4}\right)
=\frac23-\frac{\sqrt3}{2\pi}
=\frac{1.2284}{3.1416}=0.391 .
$$

This answers part (a). The tempting value $0.5$ is too high by about 28% of the correct value.

The same number follows without the pupil overlap, from the intensity in the image of a point, the Airy pattern. Its Fourier integral, evaluated numerically at this frequency, gives $0.391002$, in agreement with the formula to the digits shown.

### A check by hand

The slope of $M$ gives a second route to the number. In terms of $\theta$,

$$
\frac{dM}{d\theta}=\frac2\pi(1-\cos2\theta)=\frac4\pi\sin^2\theta,
\qquad
\frac{d\theta}{d\nu}=-\frac1{\sin\theta},
$$

where the second relation comes from differentiating $\cos\theta=\nu$. The product is

$$
\frac{dM}{d\nu}=-\frac4\pi\sqrt{1-\nu^2}.
$$

Integrate from $\nu=0$, where $M=1$, using $\sqrt{1-t^2}=1-t^2/2-t^4/8-\dots$:

$$
M(\nu)=1-\frac4\pi\left(\nu-\frac{\nu^3}{6}-\frac{\nu^5}{40}-\dots\right).
$$

At $\nu=\tfrac12$ the sums through the first, third and fifth powers are $0.3634$, $0.3899$ and $0.3909$. They rise towards the result because every term of the root after the first is negative. Indeed, the coefficient of $t^{2k+2}$ is that of $t^{2k}$ times $(k-\tfrac12)/(k+1)$, which is positive for $k\ge1$, so the negative sign of the $t^2$ term is passed on.

The slope also shows how the straight line $1-\nu$ misrepresents the lens. Its magnitude is $4/\pi$ at low frequency, greater than one, and it decreases steadily to zero at the cutoff. The curve is therefore convex. It shares its end points with the straight line and lies below it everywhere between them. At $\nu=\tfrac14$ it gives $0.685$ instead of $0.75$, and at $\nu=\tfrac34$ it gives $0.144$ instead of $0.25$.

Close to the cutoff, $1-t^2=(1-t)(1+t)\approx2(1-t)$. Integrating the slope back from $M(1)=0$ then gives, to leading order,

$$
M(\nu)\approx\frac4\pi\int_\nu^1\sqrt{2(1-t)}\,dt
=\frac{8\sqrt2}{3\pi}(1-\nu)^{3/2}.
$$

The transfer dies out faster than linearly because the common region shrinks in height as well as in width.

### Reading the numbers for this lens

The cutoff is $f_c=2\times0.5/(200\ \text{nm})=0.0050$ cycles per nm, a period of 200 nm. Half the cutoff is $0.0025$ cycles per nm, a period of 400 nm.

For a fully modulated object, $m=1$, the image intensity runs between $1.391$ and $0.609$ times its mean. The ratio of brightest to darkest is $1.391/0.609=2.28$. The tempting solution would have promised $1.5/0.5=3$. These are scalar values. At $NA=0.5$ the neglect of polarization is already noticeable: two waves with direction sines $\pm0.25$ along $x$, polarized in the plane that contains them, have field vectors that are not parallel, and their fringe term carries the extra factor $1-2\times0.25^2=0.875$. For light polarized along $x$ the transfer at half cutoff is therefore nearer $0.34$ than $0.39$, while for light polarized along the lines it stays close to the scalar value.

At half cutoff the slope is $dM/d\nu=-1.103$. A small relative increase of $\nu$ changes $M$ by the relative amount

$$
\frac{dM}{M}=\frac{\nu}{M}\frac{dM}{d\nu}\,\frac{d\nu}{\nu}
=\frac{0.5\times(-1.103)}{0.391}\,\frac{d\nu}{\nu}
=-1.41\,\frac{d\nu}{\nu}.
$$

Since $\nu=f\lambda/(2NA)$, a frequency higher by 1%, or a numerical aperture lower by 1%, costs about 1.4% of the modulation.

## Part (b): a mask lit by a finite source

A mask does not emit light. Each source point illuminates the whole mask with one plane wave, so the fields that this one source point produces at different mask points have a fixed phase relation. Light from different source points is unrelated, and their image intensities add. This is Abbe's description of partially coherent imaging.

Let the image of the source in the pupil be a uniform disc of radius $\sigma$, in units of the pupil radius. The source in question has $\sigma=1$. Choose a thin mask with amplitude transmission $\cos(\pi fx)$. Its intensity transmission is

$$
\cos^2(\pi fx)=\tfrac12\left[1+\cos(2\pi fx)\right],
$$

a fully modulated cosine of frequency $f$, as in part (a). The amplitude itself changes sign from one bright line to the next, so this is a phase-shifting mask: neighbouring lines transmit with a phase difference of $\pi$. The amplitude consists of two diffraction orders at frequencies $\pm f/2$. For a source point $\mathbf s$ they meet the pupil at $\mathbf s\pm q\mathbf e/2$. Let $P_\pm=P(\mathbf s\pm q\mathbf e/2)$ record whether each passes. Apart from a common phase, the image field is

$$
E=\tfrac12\left(P_+e^{i\pi fx}+P_-e^{-i\pi fx}\right).
$$

Because $P_\pm$ is zero or one, $P_\pm^2=P_\pm$, and

$$
|E|^2=\tfrac14\left[P_++P_-+2P_+P_-\cos(2\pi fx)\right].
$$

Now integrate over the source. Let $B$ be the source area for which one given order passes; by mirror symmetry it is the same for both orders. Let $C$ be the source area for which both pass. Then

$$
I(x)=\tfrac12\left[B+C\cos(2\pi fx)\right],\qquad V=\frac CB .
$$

Source points that send both orders through the lens produce fringes. Those that send one order through add a uniform background.

**Large source.** If $P_+=1$, then $|\mathbf s+q\mathbf e/2|\le1$, and hence $|\mathbf s|\le1+q/2$. A source with $\sigma\ge1+q/2$ contains all such points, so $B=\pi$. The points where both orders pass form the overlap of two discs a distance $q$ apart, so $C=A(q)$. The result is $V=A(q)/\pi=M(\nu)$, the incoherent value. At half cutoff, $q=1$, this requires $\sigma\ge1.5$.

**Source that fills the pupil.** For $\sigma=1$ the fringe term is unchanged. If both orders pass, then $\mathbf s$ is the midpoint of two points of the unit disc and lies in that disc itself, so again $C=A(q)$. The background is smaller, however. $B$ is now the overlap of the source disc with a pupil disc displaced by $q/2$, which is $A(q/2)=\pi M(\nu/2)$. At half cutoff

$$
V=\frac{M(1/2)}{M(1/4)}=\frac{0.391}{0.685}=0.571 .
$$

**Small source.** If $\sigma\le1-q/2$, both orders pass for every source point. Then $B=C$ and $V=1$. At half cutoff this holds for $\sigma\le0.5$.

Summing the images of many source points numerically gives modulations of $1.000$, $0.571$, $0.391$ and $0.391$ for $\sigma=0.4$, $1.0$, $1.5$ and $1.8$. The last two agree because source points beyond $\sigma=1.5$ send neither order through the lens. At unit magnification, $\sigma=1.5$ means illumination up to a direction sine of $1.5\times0.5=0.75$, which is possible in air.

The answer to (b) is therefore no for this mask: the image has modulation $0.571$, not $0.391$. The source that fills the pupil omits some of the oblique waves that would have supplied background without fringes.

The number depends on the amplitude of the mask, not on its intensity transmission alone. A purely absorbing mask with amplitude $|\cos(\pi fx)|=\frac2\pi\left[1+\frac23\cos(2\pi fx)-\dots\right]$ has the same intensity transmission, but its orders lie at $0,\pm f,\pm2f,\dots$, and each first order has one third of the amplitude of the direct beam. Take $\sigma=1$ and $q=1$. The direct beam passes for the whole source, area $\pi$; each first order passes for the source area $A(1)$, always together with the direct beam and never together with the other first order, apart from a single point; higher orders are blocked. The intensity is proportional to $\pi+\frac29A(1)+\frac43A(1)\cos(2\pi fx)$, so $V=1.638/3.415=0.480$. This again differs from $0.391$. The limits $\sigma\le0.5$ and $\sigma\ge1.5$ found above likewise belong to the two-order mask only.

There is a case in which the same source does reproduce the incoherent factor. Let the mask be weak, with amplitude $1+\varepsilon\cos(2\pi fx)$ and $\varepsilon\ll1$. Its intensity modulation is $2\varepsilon$ to first order. The side orders now lie a distance $q$ from the direct beam. To first order in $\varepsilon$, a source point gives

$$
|E|^2\approx P(\mathbf s)+\varepsilon P(\mathbf s)\left[P(\mathbf s+q\mathbf e)+P(\mathbf s-q\mathbf e)\right]\cos(2\pi fx).
$$

For $\sigma=1$ the integral over the source is $\pi+2\varepsilon A(q)\cos(2\pi fx)$, with modulation $2\varepsilon M(\nu)$. The mask's modulation is again multiplied by $0.391$ at half cutoff. The agreement belongs to the first order in $\varepsilon$, where the side orders' own intensities and their interference with each other are neglected; in the strongly modulated mask above, the interference of its two orders makes the whole pattern. The numerical output follows.

## Calculated quantities

```
wavelength: 200 nm
numerical aperture: 0.5 (dimensionless)
incoherent cutoff: 0.0050 cycles/nm
half-cutoff frequency: 0.0025 cycles/nm
period at cutoff: 200.0 nm
period at half cutoff: 400.0 nm
half-angle theta: 1.047198 rad
sector area: 1.047198 pupil radius squared
triangle area: 0.433013 pupil radius squared
segment area: 0.614185 pupil radius squared
overlap area: 1.228370 pupil radius squared
pupil area: 3.141593 pupil radius squared
M(1/2), formula: 0.391002 (dimensionless)
M(1/2), strip area: 0.391002 (dimensionless)
M(1/2), Airy transform: 0.391002 (dimensionless)
M(1/4), formula: 0.685038 (dimensionless)
M(3/4), formula: 0.144294 (dimensionless)
slope dM/dnu at 1/2: -1.102658 (dimensionless)
series through nu^1: 0.363380 (dimensionless)
series through nu^3: 0.389906 (dimensionless)
series through nu^5: 0.390901 (dimensionless)
image maximum / mean: 1.3910 (dimensionless)
image minimum / mean: 0.6090 (dimensionless)
image maximum / minimum: 2.2841 (dimensionless)
Abbe modulation, sigma=0.4: 1.0000 (dimensionless)
largest source sine, sigma=0.4: 0.20
Abbe modulation, sigma=1.0: 0.5708 (dimensionless)
largest source sine, sigma=1.0: 0.50
Abbe modulation, sigma=1.5: 0.3910 (dimensionless)
largest source sine, sigma=1.5: 0.75
Abbe modulation, sigma=1.8: 0.3910 (dimensionless)
largest source sine, sigma=1.8: 0.90
M(1/2)/M(1/4): 0.5708 (dimensionless)
```
